# Rumer diagrams for spin singlets, with a ring of six spins, part 1

(Sections cited here and not found follow in the second part.)

## 1. The physical situation

Six quantum dots in a germanium layer are arranged in a ring, and each holds one carrier with a two-fold spin degree of freedom. Adding a second carrier to a dot costs so much Coulomb energy that the charges stay in place, and only the spins are free. An antiferromagnetic exchange coupling between neighbours favours states of total spin zero. The same space of spin states arises for a ring molecule with one electron in each of six atomic orbitals. The antiferromagnetic coupling is not obtained there by simply dropping the configurations with two electrons in one orbital: with orthonormal orbitals only direct exchange would remain, and it favours parallel spins. The antiferromagnetic coupling comes from the admixture of those doubly occupied configurations, or, with non-orthogonal orbitals, from their overlap. A natural way to write a spin-zero state is to group the spins into pairs and put each pair into a two-spin singlet. Six spins can be paired in 15 ways, yet they have only 5 independent singlets. One must therefore know which pairings to keep, how the others are expressed through them, and how to compute scalar products between pairings, which are not orthogonal.

For electrons in orbitals the problem reduces to spin space under one assumption. Let $\Phi=\phi_1(\mathbf r_1)\cdots\phi_N(\mathbf r_N)$ be a product of $N$ different orthonormal orbitals, $\Theta$ a spin function, and $\Psi=\sqrt{N!}\,\mathcal A\,[\Phi\Theta]$ with the antisymmetrizer $\mathcal A=(1/N!)\sum_P(-1)^PP$. Since $\mathcal A^\dagger=\mathcal A=\mathcal A^2$,

$$\langle\Psi|\Psi'\rangle=N!\,\langle\Phi\Theta|\mathcal A|\Phi\Theta'\rangle=\sum_P(-1)^P\langle\Phi|P\Phi\rangle\langle\Theta|P\Theta'\rangle=\langle\Theta|\Theta'\rangle .$$

The last step holds because any permutation other than the identity puts some electron into two different orbitals in bra and ket, so that $\langle\Phi|P\Phi\rangle=0$. Everything below concerns $\langle\Theta|\Theta'\rangle$. If the orbitals overlap, the other permutations contribute as well, and the spin overlap is only the first term of the sum.

## 2. Bonds and diagrams

There are $N=2n$ spins $\tfrac12$, labelled $1,\dots,N$ and drawn in that order as points on a circle. Each has orthonormal states $\alpha$ and $\beta$ with $S^z=+\hbar/2$ and $-\hbar/2$. A product state, or configuration, is a word of $N$ letters, equivalently a list $x=(x_1,\dots,x_N)$ with $x_i=0$ for $\alpha$ and $x_i=1$ for $\beta$. The bond from $i$ to $j$ is

$$[ij]=\frac{\alpha_i\beta_j-\beta_i\alpha_j}{\sqrt2}=-[ji].$$

It is drawn as a chord with an arrow from $i$ to $j$. Its amplitude on a configuration is $+1/\sqrt2$ for $\alpha_i\beta_j$, $-1/\sqrt2$ for $\beta_i\alpha_j$ and zero for equal spins, and all four cases are contained in

$$\langle x|[ij]\rangle=\frac{x_j-x_i}{\sqrt2}.\tag{1}$$

A diagram $R$ is a product of $n$ bonds that uses every point once. The bonds act on different spins, so their order in the product is immaterial and the amplitude of $R$ is the product of the factors (1). Each bond has norm one, so each diagram has norm one. Point 1 can be paired in $N-1$ ways, the next free point in $N-3$ ways, and so on, which gives $1,3,15,105,945$ diagrams (arrows disregarded) for $N=2,4,6,8,10$. Two chords with ends $a<c$ and $b<d$, $a<b$, cross when $a<b<c<d$. A diagram with no crossing is a Rumer diagram.

Every diagram is a singlet. With $S^+\beta=\hbar\alpha$, $S^+\alpha=0$,

$$(S_i^++S_j^+)[ij]=\frac{\hbar}{\sqrt2}(\alpha_i\alpha_j-\alpha_i\alpha_j)=0,$$

where the first term comes from $S_j^+$ acting on $\alpha_i\beta_j$ and the second from $S_i^+$ acting on $-\beta_i\alpha_j$. The same cancellation occurs for $S_i^-+S_j^-$, and $S_i^z+S_j^z$ gives zero on each term. The total spin $\mathbf S=\sum_i\mathbf S_i$ is a sum over the bonds of $R$ of such pair operators, so $S^x$, $S^y$, $S^z$ and hence $\mathbf S^2$ all annihilate $R$.

## 3. The crossing identity

For any four different spins $a,b,c,d$,

$$[ac][bd]=[ab][cd]+[ad][bc].\tag{2}$$

Two states are equal when their amplitudes agree on every configuration. By (1), after the common factor $\tfrac12$ is dropped, the left side has the amplitude

$$(x_c-x_a)(x_d-x_b)=x_cx_d-x_bx_c-x_ax_d+x_ax_b .$$

The two terms on the right have

$$(x_b-x_a)(x_d-x_c)=x_bx_d-x_bx_c-x_ax_d+x_ax_c,$$

$$(x_d-x_a)(x_c-x_b)=x_cx_d-x_bx_d-x_ax_c+x_ax_b .$$

In their sum $x_bx_d$ and $x_ax_c$ cancel, and what remains is $x_cx_d-x_bx_c-x_ax_d+x_ax_b$, the amplitude of the left side. This proves (2). Multiplying (2) by any state of the remaining spins preserves it, so it may be applied to any two bonds inside a larger diagram.

When $a<b<c<d$ the left side is a crossed pair of chords and the right side holds the two uncrossed ways of joining the same four points. The plus sign belongs to the convention that every arrow in (2) runs from the lower to the higher label. Reversing one arrow reverses the sign of its term; for instance $[13][24]=[12][34]-[14][32]$.

Repeated use of (2) removes all crossings in a finite number of steps, because each diagram on the right has fewer crossings than the one on the left. The crossing of $ac$ with $bd$ is lost, crossings among the other chords are untouched, and it remains to count crossings with a third chord. That chord cuts the circle into two arcs and crosses a chord $pq$ exactly when $p$ and $q$ lie on different arcs. If all four points $a,b,c,d$ lie on one arc, it crosses none of the chords, old or new. If one point is alone on an arc, it crosses exactly the one chord that ends there, in each of the three pairings. If two points lie on each arc, these are neighbours in the cyclic order, $\{a,b\}$ against $\{c,d\}$ or $\{b,c\}$ against $\{d,a\}$. Then $a$ is separated from $c$ and $b$ from $d$, so the old pair is crossed twice, the largest number possible for two chords. In no case does the count rise. The total number of crossings falls by at least one at each step and cannot be negative, so every diagram is a finite sum of Rumer diagrams with integer coefficients.

This shows that the Rumer diagrams span the same space as all diagrams. It does not yet show that this space contains every singlet, nor that the Rumer diagrams are independent. Both points need a count.

## 4. How many singlets there are

Let $V_M$ be the space with $S^z=M\hbar$. It is spanned by the words with $n+M$ letters $\alpha$, so $\dim V_0=\binom Nn$ and $\dim V_1=\binom N{n+1}$.

A singlet obeys $0=\langle\psi|\mathbf S^2|\psi\rangle=\|S^x\psi\|^2+\|S^y\psi\|^2+\|S^z\psi\|^2$, so each component annihilates it. It therefore lies in $V_0$ and $S^+\psi=0$. Conversely, $S^-S^+=(S^x-iS^y)(S^x+iS^y)=(S^x)^2+(S^y)^2+i[S^x,S^y]=\mathbf S^2-(S^z)^2-\hbar S^z$, so on $V_0$ one has $\mathbf S^2=S^-S^+$, and $S^+\psi=0$ implies $\mathbf S^2\psi=0$. The singlets are exactly the kernel of the map $S^+:V_0\to V_1$.

This map is onto. The same algebra in the other order gives $S^+S^-=\mathbf S^2-(S^z)^2+\hbar S^z$, so $S^+S^-=S^-S^++2\hbar S^z$. Because $S^+$ and $S^-$ are adjoints of each other, a state $\chi$ in $V_M$ obeys

$$\|S^-\chi\|^2=\|S^+\chi\|^2+2M\hbar^2\|\chi\|^2 .$$

For $M=1$ this is positive unless $\chi=0$. Suppose $\chi\in V_1$ is orthogonal to the image $S^+V_0$. Then $\langle S^-\chi|\phi\rangle=\langle\chi|S^+\phi\rangle=0$ for all $\phi\in V_0$. Since $S^-\chi$ itself lies in $V_0$, it vanishes, and so does $\chi$. The image is thus all of $V_1$, and the dimension of the kernel is the dimension of the domain minus that of the image:

$$d_N=\binom Nn-\binom N{n+1}=\frac1{n+1}\binom{2n}n.\tag{3}$$

The second form follows from $\binom{2n}{n+1}=\frac{n}{n+1}\binom{2n}{n}$; these are the Catalan numbers. For $N=6$, $d_6=20-15=5$, and for $N=2,4,6,8,10$ the values are $1,2,5,14,42$.

## 5. How many Rumer diagrams there are

To a Rumer diagram $R$ assign the word $w(R)$ that has $\alpha$ at the lower-numbered (left) end of each chord and $\beta$ at the right end. It has $n$ letters of each kind. Reading from the left, each $\beta$ is preceded by its own $\alpha$, so no initial segment has more $\beta$ than $\alpha$. Words with these two properties are called Dyck words; they are the correctly nested strings of brackets.

The map $R\mapsto w(R)$ is one-to-one and onto, by induction on $n$, the case $n=1$ being evident. Let $p$ be the position of the first $\beta$ in a Dyck word. The first letter must be $\alpha$, so $p\ge2$, and position $p-1$ holds $\alpha$. In any Rumer diagram with this word, $p$ is joined to $p-1$. Otherwise $p$ would be joined to some $q<p-1$, while $p-1$, a left end, would be joined to some $s>p$, and $q<p-1<p<s$ is a crossing. Deleting this chord leaves a Rumer diagram on $N-2$ points whose word is the old word with the adjacent letters $\alpha\beta$ removed. By induction the shorter word fixes the smaller diagram, so the word fixes $R$. Conversely, take any Dyck word and remove the same two letters. The excess of $\alpha$ over $\beta$ in every remaining initial segment is unchanged, so the shorter word is a Dyck word and has a Rumer diagram. Reinserting a chord between two adjacent points crosses nothing, since no chord ends between them, and yields a Rumer diagram with the given word.

The Dyck words are counted by counting the others. Among the $\binom Nn$ words with $n$ letters of each kind, call a word bad if some initial segment has more $\beta$. The shortest such segment has $k$ letters $\alpha$ and $k+1$ letters $\beta$, and the rest has $n-k$ letters $\alpha$ and $n-k-1$ letters $\beta$. Interchange $\alpha$ and $\beta$ in the rest. The new word has $k+(n-k-1)=n-1$ letters $\alpha$ and $(k+1)+(n-k)=n+1$ letters $\beta$. Any word with $n+1$ letters $\beta$ ends with an excess of two $\beta$, the excess changes by one per letter, so it has a shortest initial segment with an excess of one $\beta$, and interchanging the letters after it returns a bad word. The two operations use the same segment and undo each other, so there are $\binom N{n+1}$ bad words. The number of Rumer diagrams is $\binom Nn-\binom N{n+1}=d_N$.

## 6. Independence and the basis theorem

Order the configurations as in a dictionary with $\alpha$ before $\beta$. The configurations present in $R$ are those with opposite spins on each bond. One of them is $w(R)$, with amplitude $\pm2^{-n/2}$, the sign depending on the arrows. Any other is obtained from $w(R)$ by interchanging the two letters on a non-empty set of bonds. The first position that changes is the smallest end point among these bonds, which is a left end, and there $\alpha$ becomes $\beta$. The new word comes later in the dictionary. Hence $w(R)$ is the earliest configuration in $R$.

Suppose $\sum_Rc_RR=0$ over Rumer diagrams with not all $c_R$ zero. Among the diagrams with $c_R\ne0$ choose $R_0$ with the earliest word; it is unique because different Rumer diagrams have different words. Every other such $R$ contains only configurations no earlier than $w(R)$, which is later than $w(R_0)$, so it has no amplitude on $w(R_0)$. The amplitude of the sum on $w(R_0)$ is then $\pm2^{-n/2}c_{R_0}\ne0$, a contradiction.

The Rumer diagrams are singlets, they are linearly independent, and there are $d_N$ of them in a space of dimension $d_N$. They form a basis of the singlet space. The argument fails for crossed diagrams at the place it should: $[13][24]$ and $[14][23]$ share the earliest word $\alpha\alpha\beta\beta$.

The order of the points on the circle was arbitrary. Any numbering of the spins produces a basis, whether or not neighbours on the circle are neighbours in space; a different numbering gives in general a different basis, related to the first by (2). The circle is a bookkeeping device, and a chord that looks long need not join distant sites. For odd $N$ there is no singlet at all, since $S^z$ cannot vanish.

One more property fixes the signs. In a Rumer diagram the points strictly between the ends $i<j$ of a chord can only be joined to each other, since a chord from inside to outside would cross $ij$. Their number $j-i-1$ is even, so $j-i$ is odd, and every chord joins an odd point to an even point. From here on the arrows of Rumer diagrams run from odd to even.

## 7. Pauling's island rule

Draw two diagrams $R$ and $R'$, crossed or not, on the same circle. Each point has one chord of $R$ and one of $R'$. Start at a point and follow chords of $R$ and $R'$ alternately. The walk cannot run into an earlier point other than the start, since both chords of such a point are already used, so it closes, and it closes along a chord of $R'$, the only free chord of the starting point. The points thus fall into closed loops, the islands. An island with $k$ bonds of $R$ has $k$ bonds of $R'$ and $2k$ points. A bond common to both diagrams is an island with $k=1$. Let $L$ be the number of islands; their sizes obey $\sum_{l=1}^Lk_l=n$.

Colour the points of each island alternately A and B along the loop, which is consistent because the loop has even length. Every bond of either diagram joins A to B. Reverse those arrows that run from B to A, $r$ in all, which produces a factor $(-1)^r$. The amplitudes are real, so

$$\langle R|R'\rangle=(-1)^r\sum_x\ \prod_{\text{bonds of }R\text{ and }R'}\frac{x_B-x_A}{\sqrt2},$$

where $x_A$ and $x_B$ belong to the two ends of each bond. No bond joins different islands, so the product splits into one factor per island, each depending on the spins of that island only, and the sum over configurations becomes a product of island sums. Within an island a factor vanishes unless neighbours along the loop have opposite spins. The spin at one point then fixes all others, and two patterns survive. With $\alpha$ on all A points, each of the $2k$ factors is $+1/\sqrt2$ and the product is $2^{-k}$. With $\beta$ on all A points, each factor is $-1/\sqrt2$ and the product is $(-1)^{2k}2^{-k}=2^{-k}$. The island sum is $2\cdot2^{-k}$, and

$$\langle R|R'\rangle=(-1)^r\prod_{l=1}^L2^{\,1-k_l}=(-1)^r\,2^{\,L-N/2}.\tag{4}$$

The choice of which colour comes first on an island is free. Swapping colours turns the $r_l$ wrong arrows among its $2k_l$ into $2k_l-r_l$, which has the same parity, so the sign in (4) is well defined.

The unsigned form $2^{L-N/2}$ of the rule needs a condition. For Rumer diagrams with arrows from odd to even, colouring odd points A and even points B is an alternating colouring of every island, no arrow is wrong, $r=0$, and the overlap is the positive number $2^{L-N/2}$. The same holds for any crossed diagram whose chords all join odd to even points, such as $[14][52][36]$. For other arrows, or for crossed diagrams that contain chords between points of equal parity, such as $[13][24]$, the sign must be counted.

For $R=R'$ each bond is its own island, $L=n$, and the overlap is 1, as it must be. The smallest magnitude, $2^{1-n}$, occurs for a single island. No two diagrams are orthogonal, although the overlap of very different diagrams falls exponentially with $N$. For four spins, $[12][34]$ and $[14][32]$ form the single loop $1\,2\,3\,4$, and the overlap is $2^{1-2}=0.5$. This checks the sign of the crossing identity: the squared norm of $[12][34]-[14][32]$ is $1+1-2\times0.5=1$, the norm of $[13][24]$, whereas the opposite sign would give 3. In applying (4), a shared bond counts as an island, and on passing between the two arrow conventions (lower to higher, odd to even) each reversed arrow contributes a factor $-1$. The rule rests on there being two spin states and on the bonds being singlets. A triplet bond $(\alpha\beta+\beta\alpha)/\sqrt2$ has no minus sign, and an island with an odd number of such bonds has two patterns that cancel.

The Rumer diagrams have been shown to form a basis of the singlet space, and the island rule (4) gives the scalar product of any two diagrams. What remains is to find the matrix elements of $\mathbf S_i\cdot\mathbf S_j$ and to apply the method to a ring of six spins.
